Primitive rings in periodic oxide networks and their sensitivity to bond cutoff

Suppose that several disordered NiO cells are available and an expensive electronic-structure calculation can be afforded for only a few atomic sites. Rings of bonds offer a way to choose. In rock salt, a ring with four Ni atoms can signal a hole in the network, where a localized state might be sought. The choice is useful only if the ring belongs to the material, and not to the periodic cell or to the distance at which a pair was called a bond.

The naive scheme bonds every Ni–O pair closer than a cutoff r_c, folds all atoms into one cell, and lists closed loops. It fails in three places: most loops are composites of smaller ones, the folded cell contains loops that the crystal doesn't have, and the list changes with r_c. Each failure dictates one part of the design.

**Which loops count**

Let C be a loop of 2n bonds without repeated atoms. Since only metal and oxygen bond, species alternate and C holds n metals; it will be called an n-Ni ring. Let d_C(x,y) be the shorter way from x to y along C, and d(x,y) the smallest number of bonds between them in the whole network. C is primitive if no path between two of its atoms, running off C, splits it into two shorter loops.

This becomes a distance test. Let the two arcs of C between x and y have lengths A and B, so that C has length A + B. A path of length P splits C into shorter loops if

P + A < A + B and P + B < A + B,

that is, P < B and P < A. Hence P < d_C(x,y), and the network distance is smaller than the ring distance.

Conversely, let d(x,y) < d_C(x,y) for some pair. Follow a shortest network path from x to y and cut it wherever it meets C. If every piece were at least as long as the ring distance between its ends, the triangle inequality on C would make the whole path at least d_C(x,y) long, a contradiction. So one piece is shorter than the ring distance between its ends. It isn't a bond of C, for which the two lengths are equal, so it runs off C and splits it. Therefore

C is primitive ⇔ d(x,y) = d_C(x,y) for all x, y on C.

Opposite atoms suffice. Suppose each opposite pair is n bonds apart in the network. Take x and y separated by k ≤ n along C, and let x′ be opposite x on the side of y. Then

n = d(x,x′) ≤ d(x,y) + (n − k), so d(x,y) ≥ k.

The arc itself gives d(x,y) ≤ k, hence equality. The argument holds for any closed walk of 2n bonds, and equality for k ≥ 1 also shows that its atoms are distinct. On 245 loops of random graphs, of which 69 were primitive, the splitting definition, the all-pairs test and the opposite-pairs test agreed in every case.

**Keeping the images**

An atom of the crystal is (i,t): atom i in the cell displaced by the integer vector t. A bond must record which image it reaches. With fractional coordinates f in [0,1) and cell heights h_k, the separation of a pair along the normal to face k is h_k |f_jk − f_ik + t_k|. It can't exceed the bond length, which is below r_c. Since |f_jk − f_ik| < 1,

|t_k| < 1 + r_c/h_k.

For a cubic edge of 12.54 Å and r_c = 2.5 Å the right side is 1.2, so t_k = −1, 0, 1 suffice. Translation symmetry reduces all distances to tables for atoms in the home cell:

d[(i,t),(j,s)] = d[(i,0),(j,s − t)].

The search is then as follows.

1. From each home atom, find distances over atom images, up to n_max bonds.
2. From each home metal, build all shortest paths of length n ≤ n_max.
3. Join two that end on the same image, and keep the closed walk if all opposite pairs are n bonds apart.
4. Remove copies that differ by a lattice translation.

No primitive ring up to the size limit is missed, because each half of such a ring is a shortest path from the root to the opposite atom. One may also demand that the root have the lowest index among the ring's metals, since every ring can be translated to put such a metal in the home cell. The set of atom images identifies the ring: two of its atoms at distance 1 are ring neighbours, so there are no other bonds among them.

This search was compared with direct enumeration on an open patch of images, for a smaller cell with four sites along each edge, two oxygen vacancies and a 2.5 Å cutoff. The numbers of rings through each of two chosen Ni atoms agreed. Added over the two atoms, so that a ring through both counts twice, they are 17, 31 and 5 for n = 2, 3 and 4.

**When folding is harmless**

Let W be the length of the shortest closed walk in the folded cell whose net translation isn't zero. Folding is safe for 2n < W, for two reasons.

First, a folded ring of length 2n < W has no net translation, so it unfolds into a closed ring. Unfolding can't shorten distances, because every crystal path folds into a path of equal length; the ring therefore stays primitive.

Second, take a true ring and two of its atoms k ≤ n apart. If folding made them closer than k, unfold the shorter path. Either it joins the same two images, which contradicts primitivity, or it ends on another image. In that case, the path and the ring arc together form a closed walk with net translation, shorter than 2k ≤ 2n < W, which can't exist.

Perfect NiO shows the failure. With six sites along each edge, a straight row closes on itself after six bonds, and opposite atoms of the row are three bonds apart in the folded cell. The row passes as a three-Ni ring. There are 3 × 36 = 108 rows and 108 Ni atoms, so the folded count is 9 per Ni instead of the true 8. For n = 4 it is 12 instead of zero.

**The reference crystal**

These true values can be derived. On the cubic lattice of sites, a shortest path never contains two opposite steps. In a primitive ring any n consecutive steps form a shortest path, so opposite steps must be at least n positions apart around the ring. The largest possible separation is n. Every step along +x is therefore exactly halfway round from every step along −x, which leaves room for one of each. The same holds for y and z. A ring using a axes has 2a steps, so n = a ≤ 3.

For n = 2 the rings are squares, three per site and hence six per Ni. For n = 3 they are hexagons around a cube that miss two opposite corners: four per cube, one cube per site, hence eight per Ni. With R_n the number of n-Ni rings per Ni,

R₂ = 6, R₃ = 8, R₄ = R₅ = 0.

The image search in a two-atom cell returns these numbers.

**What a change of cutoff can do**

Let widening r_c turn network G into G′, which contains all bonds of G and some new ones. Distances in G′ are no longer than in G. If a ring of G′ uses old bonds alone, then

d_C = d_G′ ≤ d_G ≤ d_C,

and it was already a ring of G. Every gained ring thus contains a new bond, while an old ring can be lost to a new shortcut. Two-Ni rings are exempt from loss: their opposite atoms are of the same species, are never bonded, and stay two bonds apart.

Three elementary changes in the perfect crystal show the consequences.

- One missing bond removes 4 two-Ni and 8 three-Ni rings. It also creates 6 three-Ni rings, because each pair of the four squares that shared the bond merges into one.
- One missing oxygen removes 12 two-Ni and 24 three-Ni rings and creates 3 four-Ni rings. These are the planar loops around the hole. The midpoints of opposite sides were two bonds apart through the oxygen and are now four apart.
- One false bond along a cube's body diagonal removes 3 three-Ni rings, whose opposite atoms it joins. It creates 6 two-Ni, 12 three-Ni and 6 four-Ni rings.

So a four-Ni ring can mark a vacancy or a bond that should not be there. A single missing bond in an otherwise perfect crystal creates none, but several missing bonds close together can.

If nearest-neighbour bonds are present independently with probability p, a square survives with probability p⁴. For three-Ni rings, the 8 hexagons per Ni need six bonds each. In addition, each of the 6 bonds per Ni is shared by 6 pairs of squares, giving 36 six-bond loops with one chord. Such a loop is primitive when its own bonds are present and the chord is absent. Hence

R₂ = 6p⁴,
R₃ = 8p⁶ + 36p⁶(1 − p) = p⁶(44 − 36p).

The slope dR₃/dp = 12p⁵(22 − 21p) is positive up to p = 1, so the average R₃ rises with p although single rings are lost. Random deletion at p = 0.9 gave R₂ = 3.98 ± 0.03 against 3.94, and R₃ = 6.17 ± 0.06 against 6.16, with standard errors over 20 samples.

**From cutoff to probability**

Let each atom be displaced from its site by independent Gaussians of width σ per component. The bond vector is a difference of two displacements added to the ideal vector of length b, so its width is s = √2 σ per component. With u the cosine of the angle to the ideal bond, the density of the length r is

f(r) = 2πr² (2πs²)^(−3/2) ∫₋₁¹ du exp[−(r² + b² − 2rbu)/2s²].

The u integral gives s²/(rb) times the difference of the end values:

f(r) = r/(bs√(2π)) · [exp(−(r−b)²/2s²) − exp(−(r+b)²/2s²)].

To integrate from 0 to r_c, write the factor r as (r−b) + b in the first term and as (r+b) − b in the second. The parts with (r∓b) integrate to exponentials and the constant parts to error functions. The contributions from r = 0 cancel in both groups, leaving

p = ½[erf((r_c+b)/(√2 s)) + erf((r_c−b)/(√2 s))]
  − s/(b√(2π)) · [exp(−(r_c−b)²/2s²) − exp(−(r_c+b)²/2s²)].

May p simply be raised to the fourth power for a square? To first order in σ/b, a bond length changes only through displacements along the bond. Adjacent bonds of a square share an atom but are perpendicular, so they use different components; opposite bonds share no atom. They are independent at that order. Direct sampling of displaced squares at 2.5 Å gives 0.876 intact, against p⁴ = 0.875. For R₃ independence already fails at that order, since some of its loops contain collinear bonds that share an atom.

**Disordered NiO**

The example uses two cells of 108 Ni and 104 O atoms, with b = 2.09 Å, σ = 0.15 Å and hence s = 0.212 Å. Coordinates and vacancy positions are held fixed while r_c varies. The chance that both oxygens of a square are present is (104/108)(103/107) = 0.927. At 2.5 Å, p = 0.967 and dp/dr_c = f = 0.347 per Å, so

dR₂/dr_c = 24 × 0.927 × 0.967³ × 0.347 ≈ 7.0 per Å.

The slope itself changes quickly here. In the counts below, lowering r_c from 2.5 Å by 0.1 Å reduces R₂ by 1.02, while raising it by 0.1 Å adds only 0.39; these are 21% and 8% of its value 4.91. The counted slope between 2.4 and 2.6 Å is 7.1 per Å. Counts per Ni, averaged over the two cells, are:

r_c (Å): R₂, R₃, R₄
2.4: 3.89, 5.69, 1.23
2.5: 4.91, 6.73, 0.31
2.6: 5.31, 7.02, 0.13
2.8: 5.56, 7.13, 0.12
3.0: 5.62, 7.21, 0.17
3.2: 6.37, 8.15, 0.92

R₄ falls as missing bonds are restored, then rises as second-shell pairs, ideally at √3 b, are mistaken for bonds. Its rough constancy between 2.6 and 2.9 Å is the evidence that it counts vacancies there. In the first cell at 2.8 Å it is 0.111 per Ni, or 12 rings: three for each of four vacancies. The second cell has 14, because two of its vacancies are nearest neighbours on the oxygen sublattice. Each loses the planar loop that would pass through the other, and four bent loops appear, so the pair has eight rings instead of six. The folded search on the first cell, where W = 6, gives the correct R₂ but R₄ = 10.8, which would bury the signal.

For three-Ni rings the counts alone understate the sensitivity. Let turnover be the number of rings lost or gained across a window, divided by the number present at either end. From 2.4 to 2.6 Å, 296 three-Ni rings disappear and 585 appear. The net change is 20% of the count at 2.5 Å, but the turnover is 49%. For four-Ni rings the turnover is 95%: of the 265 present at 2.4 Å, 252 are gone at 2.6 Å, and 15 new ones have appeared.

From 2.7 to 2.9 Å the picture is different: 4 two-Ni rings appear, 6 three-Ni rings disappear and 8 appear, and the four-Ni rings are unchanged. This is the signature of one missing bond being restored. From 3.0 to 3.2 Å the four-Ni turnover is high again, about 83%. For these cells the sites should be chosen with r_c between 2.7 and 2.9 Å, and kept only if their rings persist across that window. These two cells are a favourable draw. At this σ the formula for p gives on average about 1.6 missing bonds per cell at 2.7 Å and 0.2 false bonds per cell at 2.9 Å. About one cell in five would thus gain six spurious four-Ni rings by 2.9 Å, against twelve from the vacancies.

Such a plateau needs room between the shells. They are (√3 − 1)b = 1.53 Å apart, so a cutoff midway is 0.765 Å from each, or 3.6 s here. Doubling σ would leave 1.8 s, where the tails of both shells reach the cutoff and no choice of r_c removes the ambiguity. A strongly amorphous oxide may be in that situation, and its ring statistics should then be quoted as a range over cutoffs.

**How far the model is from a film**

The bond length is a rough value for NiO. The disorder is severe. Equating mω²σ² to the temperature (atomic units, Boltzmann constant 1), with rough mode energies of 0.020 eV for Ni and 0.045 eV for O, gives about 1500 K and 2000 K. The second is near the melting range. Nearly 4% missing oxygen is also far above what a good crystalline film would hold; the cells are a test of the method, not a model of a particular film.

Thermal motion is absent from the static cells. For an oscillator with mean occupation N, ⟨u²⟩ = (N + ½)/(mω) = coth(ω/2T)/(2mω), which gives widths of 0.07 Å for Ni and 0.06 Å for O at 300 K. Adding one such random snapshot at r_c = 2.5 Å lowers R₂ from 4.91 to 4.53 and raises R₄ from 0.31 to 0.50. At 2.8 Å, R₂ falls by about 1% in this snapshot and R₄ stays at 0.12. A single draw doesn't give the average thermal effect: over 60 snapshots the intact lattice squares average 4.6 per Ni at 2.5 Å and 5.54 at 2.8 Å, so the typical fall at 2.8 Å is nearer 0.4%. Moving the Ni neighbours of each vacancy outward by 0.10 Å changes R₂ by less than 1% at 2.5 Å and leaves the 2.8 Å counts unchanged.

The spread between cells follows the same pattern: half the difference in R₂ is 0.22 at 2.5 Å and 0.005 at 2.8 Å. Five-Ni rings, left out of the table, number 0.02 per Ni in the first cell at 2.5 Å and none at 2.8 Å.

A real film also breaks the assumption that neighbours move independently. Relaxed neighbours tend to move together, which narrows s at fixed σ and restores missing bonds. With all nearest-neighbour bonds restored, R₂ at 2.5 Å would rise from 4.91 to about 5.56, or 13%. Grain boundaries are also absent, and their effect was not sized. So are nickel vacancies, the more usual defect in NiO. Since the two sublattices are equivalent, a missing Ni also removes 12 two-Ni and 24 three-Ni rings and creates 3 four-Ni rings, so the counts alone don't tell which species is missing. The numerical output below gives the full scan of cutoffs.

Table of computed values

```
random-graph cycles: primitive 69, split 176
brute-force rings through 2 Ni, n=2,3,4: 17 31 5
bond 2.09 A, sigma 0.15 A, cell edge 12.54 A
cells 2, Ni per cell 108, O per cell 104
perfect NiO, rings per Ni, n=2..5: 6 8 0 0
perfect folded cell, per Ni, n=2,3,4: 6.00 9.00 12.00
missing bond: lost {2: 4, 3: 8, 4: 0}, gained {2: 0, 3: 6, 4: 0}
O vacancy: lost {2: 12, 3: 24, 4: 0, 5: 0}, gained {2: 0, 3: 0, 4: 3, 5: 0}
false diagonal: lost {2: 0, 3: 3, 4: 0}, gained {2: 6, 3: 12, 4: 6}
deletion p=0.9: R2 3.980 +- 0.034, formula 3.937
deletion p=0.9: R3 6.174 +- 0.062, formula 6.165
bond-vector spread per component 0.2121 A
at 2.5 A: p 0.9671, dp/dr 0.3475 per A
square intact at 2.5 A: sampled 0.8764, p^4 0.8748
dR2/dr at 2.5 A: formula 6.99, counted over window 7.08 per A
O-presence factors: two 0.9270, three 0.8920
cutoff A | O per Ni, formula | R2 R3 R4 | formula R2 R3
2.4 | 5.282 5.282 | 3.889 5.685 1.227 | 3.884 5.773
2.5 | 5.602 5.588 | 4.912 6.731 0.315 | 4.865 6.703
2.6 | 5.713 5.718 | 5.306 7.023 0.130 | 5.335 7.016
2.7 | 5.773 5.762 | 5.542 7.120 0.120 | 5.503 7.107
2.8 | 5.778 5.775 | 5.560 7.130 0.120 | 5.549 7.130
2.9 | 5.778 5.779 | 5.560 7.130 0.120 | not used
3.0 | 5.787 5.789 | 5.616 7.208 0.171 | not used
3.1 | 5.806 5.824 | 5.731 7.333 0.236 | not used
3.2 | 5.912 5.936 | 6.370 8.153 0.917 | not used
window +-0.1 A: n, lost, gained, net %, turnover %
2.5 A: 2, 0, 306, 28.8, 26.7
2.5 A: 3, 296, 585, 19.9, 48.6
2.5 A: 4, 252, 15, -348.5, 95.4
2.8 A: 2, 0, 4, 0.3, 0.3
2.8 A: 3, 6, 8, 0.1, 0.9
2.8 A: 4, 0, 0, 0.0, 0.0
3.1 A: 2, 0, 163, 13.2, 11.8
3.1 A: 3, 77, 281, 12.9, 19.5
3.1 A: 4, 2, 163, 315.7, 82.5
disordered cell 1 at 2.8 A: winding length W 6 bonds
cell 1 per Ni, n=2,3,4: images 5.556 7.111 0.111 folded 5.556 8.000 10.778
half difference of cells at 2.5 A, R2 R3 R4: 0.218 0.157 0.093
half difference of cells at 2.8 A, R2 R3 R4: 0.005 0.019 0.009
rough mode energies: Ni 0.020 eV, O 0.045 eV
thermal width at 300 K: Ni 0.0695 A, O 0.0643 A
frozen disorder equivalent: Ni 1466 K, O 2024 K
Ni shift away from vacancy in relaxed test 0.10 A
thermal at 2.5 A, R2 R3 R4: 4.532 6.519 0.495
relaxed at 2.5 A, R2 R3 R4: 4.935 6.722 0.324
thermal at 2.8 A, R2 R3 R4: 5.486 7.102 0.120
relaxed at 2.8 A, R2 R3 R4: 5.560 7.130 0.120
five-Ni rings per Ni, cell 1: 0.019 at 2.5 A, 0.000 at 2.8 A
```
